# Ion counts for skewness and kurtosis of near-Gaussian implant profiles

## A profile whose centre and width are known

Suppose a Monte Carlo program follows implanted ions one at a time and records the depth $x$ at which each stops. The calculation is analogue: every stopped ion counts with equal weight, and the histories are independent, so no ion feels the damage left by earlier ones. Suppose also that the profile is Gaussian and that its mean $\mu$ (the projected range) and standard deviation $\sigma$ (the straggle) are already known. With

$$z=\frac{x-\mu}{\sigma},$$

the skewness is estimated by averaging $z^3$ over $N$ ions and the kurtosis by averaging $z^4$.

The variance of an average of $N$ independent values is the variance of one value divided by $N$. Integration by parts with the Gaussian weight gives $\langle z^{r}\rangle=(r-1)\langle z^{r-2}\rangle$, hence

$$\langle z^2\rangle=1,\quad \langle z^4\rangle=3,\quad \langle z^6\rangle=15,\quad \langle z^8\rangle=105 .$$

One value of $z^3$ has variance $15$, and one value of $z^4$ has variance $105-3^2=96$. For a standard error of 0.01 this would require $15/0.01^2=150{,}000$ and $96/0.01^2=960{,}000$ ions.

In practice the mean and straggle are taken from the same ions. This lowers both counts, to 60,000 and 240,000, because part of the scatter in $z^3$ and $z^4$ is scatter of the centre and width, which the standardized shape numbers discard.

## Response of the shape numbers to one ion

Let $m_r$ be the sample central moments, with divisor $N$. The sample skewness and kurtosis are

$$g=\frac{m_3}{m_2^{3/2}},\qquad b=\frac{m_4}{m_2^2}.$$

Their true values are $\gamma=\langle z^3\rangle$ and $\beta=\langle z^4\rangle=3+\kappa$, where $\kappa$ is the excess kurtosis. All are dimensionless. Subtracting the constant 3 does not alter a standard error, so kurtosis and excess kurtosis need the same number of ions.

Shifting or rescaling the depths leaves $g$ and $b$ unchanged, so they may be computed from $z$. Write the sample average of $z^r$ as $a_r=\langle z^r\rangle+\delta_r$. The fluctuations $\delta_r$ are of order $N^{-1/2}$ provided the moments up to the eighth are finite. Since $a_1=\delta_1$, expanding the central moments gives

$$m_2=a_2-a_1^2=1+\delta_2+O(1/N),$$

$$m_3=a_3-3a_1a_2+2a_1^3=\gamma+\delta_3-3\delta_1+O(1/N),$$

$$m_4=a_4-4a_1a_3+6a_1^2a_2-3a_1^4=\beta+\delta_4-4\gamma\delta_1+O(1/N).$$

To first order $m_2^{-3/2}=1-\tfrac32\delta_2$ and $m_2^{-2}=1-2\delta_2$. Therefore

$$g-\gamma=\delta_3-3\delta_1-\tfrac32\gamma\,\delta_2,\qquad b-\beta=\delta_4-4\gamma\delta_1-2\beta\,\delta_2 .$$

Each right-hand side is the sample average of a function of one ion's depth:

$$\psi_3=z^3-\gamma-3z-\tfrac32\gamma(z^2-1),$$

$$\psi_4=z^4-\beta-4\gamma z-2\beta(z^2-1).$$

Both functions have zero mean. The standard error $s$ of $g$ or $b$ then obeys, at leading order in $1/N$,

$$s^2=\frac{\langle\psi^2\rangle}{N},\qquad N=\frac{\langle\psi^2\rangle}{s^2}.$$

This holds for any profile with finite eighth moment, once $N$ is large enough for the first-order expansion.

## The Gaussian result

For a Gaussian, $\gamma=0$ and $\beta=3$, so

$$\psi_3=z^3-3z,\qquad \psi_4=z^4-6z^2+3 .$$

Squaring and inserting the moments gives

$$\langle\psi_3^2\rangle=\langle z^6-6z^4+9z^2\rangle=15-18+9=6,$$

$$\langle\psi_4^2\rangle=\langle z^8-12z^6+42z^4-36z^2+9\rangle=105-180+126-36+9=24 .$$

The standard errors are $\sqrt{6/N}$ and $\sqrt{24/N}$. For $s=0.01$,

$$N_{\rm skew}=\frac{6}{10^{-4}}=60{,}000,\qquad N_{\rm kurt}=\frac{24}{10^{-4}}=240{,}000 .$$

The error here is absolute. At a fixed 60,000 ions the kurtosis error is 0.02.

The fall from 15 to 6 and from 96 to 24 can be traced. The part of $z^3$ proportional to $z$ is $3z$, with variance 9, and a shift of the sample mean cancels it. The part of $z^4$ proportional to $z^2-1$ is $6(z^2-1)$, with variance $36\times2=72$, and the sample straggle cancels that.

Simulated runs test the leading-order errors to within a few percent. In 1000 runs of 60,000 Gaussian depths each, the skewness scattered with standard deviation 0.0102. In 600 runs of 240,000 depths, the kurtosis scattered with 0.0101. A standard deviation found from $R$ runs is itself uncertain by a fraction of about $1/\sqrt{2R}$, here 2 to 3%, so both agree with 0.01.

Much of the variance comes from few ions. Numerical integration shows that the 0.27% of ions lying more than three straggles from the mean supply 35% of $\langle\psi_3^2\rangle$ and 55% of $\langle\psi_4^2\rangle$. In a run of 240,000 ions these are about 650 ions. The count is therefore sensitive to the tails.

## Bias at finite $N$

A standard error says nothing about a systematic offset. For a Gaussian profile the mean of $g$ is zero by symmetry. The mean of $b$ follows from a geometric argument. The $N$ residuals $z_i-a_1$ form a Gaussian vector that is isotropic in $N-1$ dimensions, so its direction is independent of its length. The ratio $b$ depends on the direction alone, and $m_2$ on the length alone. From $m_4=b\,m_2^2$ it follows that $\langle b\rangle=\langle m_4\rangle/\langle m_2^2\rangle$.

Each residual is Gaussian with variance $1-1/N$, so $\langle m_4\rangle=3(N-1)^2/N^2$. The quantity $Nm_2$ is a sum of $N-1$ squared unit Gaussians, with mean $N-1$ and variance $2(N-1)$, so

$$\langle m_2^2\rangle=\frac{(N-1)^2+2(N-1)}{N^2}=\frac{(N-1)(N+1)}{N^2}.$$

Hence

$$\langle b\rangle=\frac{3(N-1)}{N+1}=3-\frac{6}{N+1}.$$

At 240,000 ions the bias is $-2.5\times10^{-5}$, negligible beside 0.01.

## First correction for a profile that is not quite Gaussian

"Near-Gaussian" needs a measure. Define the cumulants $\kappa_r$ of $z$ by $\ln\langle e^{tz}\rangle=\sum_r\kappa_r t^r/r!$, so that $\kappa_1=0$, $\kappa_2=1$, $\kappa_3=\gamma$ and $\kappa_4=\kappa$. If the depth is a sum of $n$ independent, identical steps, cumulants add. After division by $\sigma^r\propto n^{r/2}$ they scale as $\kappa_r\propto n^{1-r/2}=\varepsilon^{r-2}$, with $\varepsilon=n^{-1/2}$. Thus $\gamma$ is of order $\varepsilon$ and $\kappa$ of order $\varepsilon^2$. Assume this ordering for the profile. Through order $\varepsilon^2$,

$$\langle e^{tz}\rangle=e^{t^2/2}\left[1+\frac{\gamma t^3}{6}+\frac{\kappa t^4}{24}+\frac{\gamma^2t^6}{72}\right].$$

The moment $\langle z^r\rangle$ is $r!$ times the coefficient of $t^r$. With $e^{t^2/2}=1+\frac{t^2}{2}+\frac{t^4}{8}+\frac{t^6}{48}+\frac{t^8}{384}+\dots$,

$$\langle z^5\rangle=10\gamma,\qquad \langle z^6\rangle=15+15\kappa+10\gamma^2,\qquad \langle z^8\rangle=105+210\kappa+280\gamma^2 .$$

**Skewness.** Group the response as $\psi_3=(z^3-3z)-\tfrac12\gamma(3z^2-1)$. The three parts of its mean square are

$$\langle(z^3-3z)^2\rangle=\langle z^6\rangle-6(3+\kappa)+9=6+9\kappa+10\gamma^2,$$

$$-\gamma\langle(z^3-3z)(3z^2-1)\rangle=-\gamma\langle3z^5-10z^3+3z\rangle=-\gamma(30\gamma-10\gamma)=-20\gamma^2,$$

$$\tfrac14\gamma^2\langle9z^4-6z^2+1\rangle=\tfrac14\gamma^2(27-6+1)=\tfrac{11}{2}\gamma^2 .$$

Their sum is

$$\langle\psi_3^2\rangle=6+9\kappa-\tfrac92\gamma^2 .$$

**Kurtosis.** Similarly $\psi_4=(z^4-6z^2+3)-4\gamma z-\kappa(2z^2-1)$. The square of the first bracket gives

$$\langle z^8\rangle-12\langle z^6\rangle+42(3+\kappa)-36+9=24+72\kappa+160\gamma^2 .$$

Its cross term with $-4\gamma z$ gives

$$-8\gamma\langle z^5-6z^3+3z\rangle=-8\gamma(10\gamma-6\gamma)=-32\gamma^2,$$

and the square of $-4\gamma z$ gives $16\gamma^2$. The cross term with $-\kappa(2z^2-1)$ contains the Gaussian average

$$\langle2z^6-13z^4+12z^2-3\rangle=30-39+12-3=0,$$

so it first appears at order $\varepsilon^4$, as do the remaining terms. The sum is

$$\langle\psi_4^2\rangle=24+72\kappa+144\gamma^2 .$$

Mirroring the profile reverses the odd cumulants but leaves both mean squares unchanged. Odd powers of $\varepsilon$ are therefore absent, and

$$N_{\rm skew}=\frac{6}{s^2}\left[1+\tfrac32\kappa-\tfrac34\gamma^2+O(\varepsilon^4)\right],$$

$$N_{\rm kurt}=\frac{24}{s^2}\left[1+3\kappa+6\gamma^2+O(\varepsilon^4)\right].$$

For a symmetric profile, $\kappa=0.1$ raises the kurtosis count by 30% and the skewness count by 15% at this order; the neglected terms depend on higher cumulants.

A gamma-shaped profile, the sum of $n$ equal-mean exponential steps, is a second case. One exponential step of unit mean has cumulants $(r-1)!$, so $\gamma=2/\sqrt n$, $\kappa=6/n=\tfrac32\gamma^2$, and the kurtosis bracket becomes $1+10.5\gamma^2$. A skewness of only 0.098 then adds 10% to the count.

## Example: a phosphorus implant

Take a projected range of 130 nm and a straggle of 50 nm, rough values for phosphorus implanted at about 100 keV into amorphized silicon. The Gaussian counts do not depend on these lengths, but the errors of range and straggle do. The sample mean has error $\sigma/\sqrt N$. Since $\sqrt{m_2}\approx1+\tfrac12\delta_2$ in units of $\sigma$, and $z^2$ has variance 2 for a Gaussian, the sample straggle of a Gaussian profile has error $\sigma/\sqrt{2N}$. At 60,000 ions,

$$\frac{50\ \text{nm}}{\sqrt{60{,}000}}=0.20\ \text{nm},\qquad \frac{50\ \text{nm}}{\sqrt{120{,}000}}=0.14\ \text{nm}.$$

Three departures from the Gaussian can be sized by integrating $\psi^2$ numerically over a modified profile, with $s=0.01$ held fixed:

| Profile | $\gamma$ | $\beta$ | $N_{\rm skew}$ | $N_{\rm kurt}$ |
|---|---|---|---|---|
| Gaussian | 0 | 3 | 60,000 | 240,000 |
| Gamma-shaped | 0.20 | 3.06 | 64,000 | 345,000 |
| Gaussian cut at surface | 0.085 | 2.848 | 47,000 | 174,000 |
| With channelled tail | 0.68 | 8.1 | 4.9 million | 1.0 billion |

For the gamma shape the first correction predicts 63,600 and 340,800 ions, within about 1% of the integrated values.

The surface cut removes the 0.47% of the Gaussian that would lie outside the target, yet it lowers the kurtosis count by 27%. A sharp cut does not follow the assumed cumulant ordering: the corrected formula, given this profile's $\gamma$ and $\kappa$, yields about 141,000 instead of 174,000. In all cases $N$ counts stopped ions, so more must be launched if some escape.

The last row places 2% of the ions in an exponential tail that starts at the projected range and has a decay length of 100 nm. These are illustrative inputs for a crystalline target, not the result of a transport calculation. With this tail, 240,000 ions would leave a kurtosis error of about $0.01\sqrt{1.02\times10^9/240{,}000}\approx0.65$. The near-Gaussian formula, given this profile's $\gamma$ and $\kappa$, underestimates this kurtosis count by a factor of about 220.

These profiles are illustrations, not transport results for this implant. Even without channelling, the profile in amorphous silicon can have thinner tails than a Gaussian, with a kurtosis clearly below 3, and the kurtosis count can then be less than half of 240,000. Skewness and channelling also break the near-Gaussian assumption, and accumulated damage breaks the independence of the ions, an effect not sized here. The figures 60,000 and 240,000 are thus sound for independent ions and a profile whose moments up to the eighth are close to Gaussian; small $\gamma$ and $\kappa$ alone do not guarantee this. For the gamma-shaped profile of skewness 0.20 the counts are higher by 6% and 44%. For a channelled profile $\langle\psi^2\rangle$ must be evaluated from the profile itself.
